# Mean escape over a randomly flipping ramp and its minimum

## Definitions and conventions

The algebra is in atomic units. Temperature is expressed as an energy $\theta$ (Boltzmann's constant times the absolute temperature). A particle with diffusion constant $D$ moves on $0\le x\le L$ in the potential $E(t)\,x/L$. Inertia is neglected, so the force $-E/L$ produces the drift velocity $-DE/(\theta L)$. The height $E(t)$ takes the values $E_1>E_2$ and flips at rate $\gamma$ in each direction, so a height lasts $1/\gamma$ on average. The wall at $x=0$ reflects; the particle is removed on reaching $x=L$. It starts at $x=0$, with both heights equally likely.

Let $y=x/L$, measure time in units of $L^2/D$, and define

$$a=\frac{E_1+E_2}{2\theta},\qquad b=\frac{E_1-E_2}{2\theta},\qquad g=\frac{\gamma L^2}{D},\qquad \varepsilon=\frac{1}{\sqrt{2g}} .$$

The scaled drift velocities are $-(a+b)$ and $-(a-b)$. I assume $a>0$ and $b>0$. The case $b>a$, in which the lower ramp slopes downhill towards the exit, is included. Let $T_1(y)$ and $T_2(y)$ be the mean times to exit from $y$ when the present height is $E_1$ or $E_2$. The quantity sought is $T(g)=\tfrac12[T_1(0)+T_2(0)]$. For a ramp of fixed scaled height $h$, the corresponding time is called $\tau(h)$.

## Theorem

For all $a>0$ and $b>0$:

1. $T$ is continuous for $g\ge0$, and $T(0)=\tfrac12[\tau(a+b)+\tau(a-b)]>\tau(a)$.
2. As $g\to\infty$,
$$T=\tau(a)-\varepsilon^2b^2\,\frac{1+(a-1)e^a}{a^2}+2\varepsilon^3b^2\,\frac{e^a-1}{a}+O(\varepsilon^4).$$
3. $T$ has a global minimum at a finite, nonzero flip rate.
4. For $0<g<\infty$, $T$ has the closed form given in Lemma 3.

The theorem does not say that there is a single local minimum.

## Lemma 1: equations for the mean times

$$T_1''-(a+b)T_1'-g(T_1-T_2)=-1,$$
$$T_2''-(a-b)T_2'+g(T_1-T_2)=-1,$$

with $T_i'(0)=0$ and $T_i(1)=0$. The solution is unique and continuous in $g\ge0$.

**Proof.** In a short time $\delta$ at height $E_1$, the displacement $\Delta$ has mean $-(a+b)\delta$ and mean square $2\delta$ to first order in $\delta$. A flip occurs with probability $g\delta$. Averaging over this step gives

$$T_1(y)=\delta+(1-g\delta)\langle T_1(y+\Delta)\rangle+g\delta\,T_2(y).$$

Expanding, $\langle T_1(y+\Delta)\rangle=T_1-(a+b)\delta\,T_1'+\delta\,T_1''$. Cancelling $T_1$ and dividing by $\delta$ gives the first equation. The second follows with $b\to-b$ and the labels exchanged. At the reflecting wall the mean displacement is positive and of order $\sqrt\delta$. No other term of that order exists, so $T_i'(0)=0$. At $y=1$ the exit has happened, so $T_i(1)=0$.

From every point the chance of leaving within one time unit has a positive lower bound, so exit is certain and its mean time finite. The difference $u_i$ of two solutions obeys the equations without the $-1$. Its mean is therefore unchanged from step to step until exit, where it vanishes. Hence $u_i=0$ everywhere, and the solution is unique.

For continuity, integrate the equations from $y=0$ with zero slopes and unknown values $T_1(0),T_2(0)$. The two conditions at $y=1$ form a linear system for these values, with coefficients continuous in $g$. Uniqueness makes its determinant nonzero for each $g\ge0$, including $g=0$. $\square$

## Lemma 2: the static ramp

$$\tau(h)=\int_0^1\!dy\int_0^y\!dz\,e^{h(y-z)}=\frac{e^h-1-h}{h^2},\qquad \tau(0)=\tfrac12,$$

and $\tau$ is strictly convex.

**Proof.** The equation $t''-ht'=-1$ is $(e^{-hy}t')'=-e^{-hy}$. Since $t'(0)=0$,

$$t'(y)=-\int_0^y e^{h(y-z)}dz=-\frac{e^{hy}-1}{h}.$$

Since $t(1)=0$, $\tau(h)=t(0)=-\int_0^1t'\,dy$, which gives both forms. Two derivatives with respect to $h$ multiply the integrand by $(y-z)^2$, so $\tau''(h)>0$. $\square$

At $g=0$ the two equations of Lemma 1 separate, and $T(0)$ is the average of two static times. Convexity puts this average above $\tau(a)$. Part 1 is proved. Physically, half of the particles face the high ramp until they exit, and the time this adds exceeds the time saved by the other half on the low ramp.

## Lemma 3: closed form

Let $\lambda_1,\lambda_2,\lambda_3$ be the roots of

$$(\lambda^2-a\lambda-2g)(\lambda-a)=b^2\lambda .$$

They are real and distinct. With $w_1,w_2,w_3$ fixed by the linear equations

$$\sum_i w_i=-\frac1{ab},\quad \sum_i w_i\lambda_i=-\frac1b,\quad \sum_i w_i\frac{(\lambda_i-a)e^{\lambda_i}}{\lambda_i}=\frac{b}{2ga},$$

the escape time is

$$T=-\frac1a+b\sum_i w_i\,\frac{1-e^{\lambda_i}}{\lambda_i}.$$

**Proof.** Put $s=\tfrac12(T_1+T_2)$ and $d=\tfrac12(T_1-T_2)$, so that $T=s(0)$. Half the sum and half the difference of the equations in Lemma 1 are

$$s''-as'-bd'=-1,\qquad d''-ad'-bs'-2gd=0 .\tag{A}$$

A particular solution is $s=y/a$, $d=-b/(2ga)$: the first equation gives $-a/a=-1$, the second $-b/a+b/a=0$. Without the $-1$, $s=C$, $d=0$ is a solution. Exponentials $s=Ae^{\lambda y}$, $d=Be^{\lambda y}$ with $\lambda\ne0$ require $(\lambda-a)A=bB$. Choose $A=bc$ and $B=(\lambda-a)c$; the second equation then gives the cubic.

The left side minus the right side of the cubic is $2ga>0$ at $\lambda=0$ and $-ab^2<0$ at $\lambda=a$. It tends to $-\infty$ on the far left and to $+\infty$ on the far right. So one root is negative, one lies between $0$ and $a$, and one exceeds $a$.

With $w_i=c_i\lambda_i$, the condition $s'(0)=0$ reads $1/a+b\sum w_i=0$. The condition $d'(0)=0$ reads $\sum w_i(\lambda_i-a)=0$, hence $\sum w_i\lambda_i=a\sum w_i=-1/b$. The condition $d(1)=0$ is the third linear equation. Finally, $s(1)=0$ gives $C=-1/a-b\sum w_ie^{\lambda_i}/\lambda_i$, and $T=s(0)=C+b\sum w_i/\lambda_i$. The linear equations have exactly one solution, since a second set of weights would give a second solution of the equations in Lemma 1. $\square$

## Proof of part 2: fast flips

Let $s_0$ be the static solution for height $a$, so $s_0'=-(e^{ay}-1)/a$, and let $u=s-s_0$. By (A), $u''-au'=bd'$ with $u'(0)=0$ and $u(1)=0$. Therefore

$$u'(y)=b\int_0^y e^{a(y-z)}d'(z)\,dz .$$

Integrating $-u'$ over $y$ and exchanging the integrals gives

$$T-\tau(a)=-b\int_0^1 d'(z)\,\frac{e^{a(1-z)}-1}{a}\,dz .$$

Integration by parts, with a boundary term at $z=0$ alone because the kernel vanishes at $z=1$, gives

$$T-\tau(a)=b\,d(0)\frac{e^a-1}{a}-b\int_0^1 d(z)e^{a(1-z)}dz .\tag{B}$$

It remains to find $d$. The second equation of (A), multiplied by $-\varepsilon^2$, is

$$d-\varepsilon^2(d''-ad')=-\varepsilon^2b\,(s_0'+u').\tag{C}$$

For a function $v$ with $v'(0)=0$ and $v(1)=0$ obeying $v-\varepsilon^2(v''-av')=f$, one has $\max|v|\le\max|f|$. Indeed, at a positive maximum $v'=0$ and $v''\le0$ (also at $y=0$, where the slope vanishes), so $v\le f$ there. A negative minimum is treated likewise.

Integrating the formula for $u'$ by parts bounds $|u'|$ by a constant times $\max|d|$. Inserted in (C), this gives $\max|d|=O(\varepsilon^2)$ for small $\varepsilon$, hence $u'=O(\varepsilon^2)$. Dropping $u'$ from (C) thus changes $d$ by $O(\varepsilon^4)$.

The remaining equation is solved by $\varepsilon^2b(e^{ay}-1)/a$, since $e^{ay}$ is annihilated by $v''-av'$. Adding the homogeneous solutions,

$$d=\varepsilon^2b\,\frac{e^{ay}-1}{a}+Pe^{\mu_-y}+Qe^{-\mu_+(1-y)}+O(\varepsilon^4),$$

where $\mu_\pm=\tfrac a2\pm\sqrt{\tfrac{a^2}4+\tfrac1{\varepsilon^2}}=\pm\tfrac1\varepsilon+O(1)$. The last two functions are layers of width about $\varepsilon$ at the ends. Up to exponentially small terms, $d'(0)=0$ gives $P=-\varepsilon^2b/\mu_-=\varepsilon^3b+O(\varepsilon^4)$, and $d(1)=0$ gives $Q=-\varepsilon^2b(e^a-1)/a$.

Now insert $d$ in (B). The smooth part contributes

$$-\frac{\varepsilon^2b^2}{a}\int_0^1\!\left(e^a-e^{a(1-z)}\right)dz=-\varepsilon^2b^2\,\frac{1+(a-1)e^a}{a^2}.$$

The boundary value $d(0)=\varepsilon^3b+O(\varepsilon^4)$ contributes $\varepsilon^3b^2(e^a-1)/a$. The layer at $y=1$ has area $Q\varepsilon$ to leading order and contributes $-bQ\varepsilon$, the same amount. The area of the layer at $y=0$ is $O(\varepsilon^4)$. This proves part 2. $\square$

**Remark.** The first correction has a simple origin. Around its mean, the drift velocity flips between $\pm b$ and its correlation decays as $b^2e^{-2gt}$. The time integral, $\eta=b^2/(2g)=\varepsilon^2b^2$, is an additional diffusion constant. A static ramp with diffusion constant $1+\eta$ has escape time $\tau(a/(1+\eta))/(1+\eta)$. Its derivative at $\eta=0$ is $-\tau-a\tau'=-[1+(a-1)e^a]/a^2$, the coefficient found above.

## Proof of part 3: the minimum

The function $1+(a-1)e^a$ vanishes at $a=0$ and has derivative $ae^a>0$, so it is positive. By part 2 there is a rate $g_1$ with $T(g_1)<\tau(a)$. Since $T\to\tau(a)$ as $g\to\infty$, $T$ exceeds $T(g_1)$ beyond some $G$. On $[0,G]$ the continuous function $T$ attains its minimum, which is at most $T(g_1)<\tau(a)<T(0)$. It is therefore not at $g=0$, and it is global. $\square$

The starting condition matters. If every particle starts on the low ramp, the slow limit is $\tau(a-b)<\tau(a)$, and this proof no longer applies. For $b=0$ there is no dependence on $g$.

## Remark: high barriers

When both ramps are high, escape is slow compared with motion on the ramp. Assign each height a fixed escape rate $k_i$, with $k_1=1/\tau(a+b)$ and $k_2=1/\tau(a-b)$. The mean remaining times then obey

$$(k_1+g)M_1=1+gM_2,\qquad (k_2+g)M_2=1+gM_1 .$$

With $S=k_1+k_2$ and $R=k_1k_2$, the solution is $M_1=(k_2+2g)/(R+gS)$ and $M_2=(k_1+2g)/(R+gS)$. Their average is

$$\frac{S/2+2g}{R+gS}=\frac2S+\frac{(k_1-k_2)^2}{2S(R+gS)} .$$

This falls steadily from the slow limit to the plateau $2/S$: flipping lets each particle use the low ramp. For $k_1\ll k_2$ and $g\gg k_1$ the excess over the plateau is about $1/(2g)$, since half of the particles wait a mean time $1/g$ for their first low ramp. The model has no minimum. It assumes that the escape rate follows each flip at once, and so omits the time needed to move along the ramp. Part 2 shows what happens when flips outrun that motion: the particle feels the average ramp and $T$ rises towards $\tau(a)$.

For large $h$, $\tau(h)\approx e^h/h^2$. If also $k_1\ll k_2$, the fast limit exceeds the plateau by the factor

$$\frac{\tau(a)S}{2}\approx\frac12\left(\frac{a-b}{a}\right)^2e^b .$$

## Example: a copper ion in a tantalum oxide film

Consider a Cu$^+$ ion in 5 nm of Ta$_2$O$_5$, as in copper-based resistive memory. The bias holds it against a blocking liner, and it is lost on reaching the copper electrode. The voltage across the oxide flips between 0.40 and 0.20 V at 300 K, where $\theta=0.02585$ eV. Rough typical values are a hop barrier of 0.50 eV, $10^{13}$ attempts per second in each direction and a hop length of 0.25 nm. Then

$$D=10^{13}\,\mathrm{s^{-1}}\,(0.25\ \mathrm{nm})^2e^{-0.50/0.02585}\approx2490\ \mathrm{nm^2/s},$$

and $L^2/D=25/2490\approx0.0100$ s. The scaled heights are 15.47 and 7.74, so $a=11.60$ and $b=3.87$.

The static times are 219.9 s and 0.383 s. Their average, 110 s, is the slow limit; the fast limit is 8.17 s. Evaluating the closed form and minimizing numerically gives **0.795 s at 32 flips per second**, 139 times below the slow limit and 10.3 times below the fast one.

| $\gamma$ (1/s) | $T$ (s) | two-rate model (s) |
|---|---|---|
| 0.001 | 90.4 | 90.4 |
| 1 | 1.259 | 1.258 |
| 10 | 0.818 | 0.814 |
| 100 | 0.817 | 0.769 |
| 1000 | 1.27 | 0.764 |
| $10^4$ | 4.49 | 0.764 |
| $10^6$ | 8.11 | 0.764 |

The plateau is 0.764 s. With $(a-b)/a=0.20/0.30$, the estimate $\tfrac12(2/3)^2e^{3.868}\approx10.6$ is close to the computed ratio $8.17/0.764\approx10.7$. At the minimum, waiting for the low ramp adds about $1/(2\times32)=0.016$ s to the plateau. The remaining 0.015 s is the part that the two-rate model leaves out.

The hop barrier is an assumed value. Raising it by 0.10 eV would multiply both limits and the minimum time by 48, and divide the best flip rate by 48. The model follows a single ion; a positively biased copper electrode also supplies new ions, so the result is not the time to clear a film of copper. The geometry is special too: without the liner the ion could be discharged at the far electrode, and the reflecting wall would fail. Even for an ion that is always next to the liner, leakage during 0.795 s stays near 1% with a liner barrier of about $\theta\ln(100\times10^{13}\times0.795)=0.89$ eV, for the same attempt rate. A longer escape time needs more, for example 0.96 eV for 15 s. This is the barrier that must remain with the bias applied; the zero-bias barrier has to be higher, because the field pulls the ion into the liner. The largest field, 0.8 MV/cm, is below a rough breakdown field of 4 MV/cm.

Other neglected effects were sized by solving the mean-time equations of a 20-hop chain, with hop rates changed by half the energy step. Discrete hops alone give a minimum of 0.95 s. Nearly all of this shift arises because the first site counts as a full cell, which places the wall half a hop behind it; with a first cell of half width the chain gives 0.80 s. Adding image attraction (relative permittivity 25 in both oxide and liner, liner 1 nm thick, distance to the copper cut off at one hop) gives 0.49 s. A cutoff of half a hop gives 0.46 s. A liner of permittivity 9 repels the ion and, with both distances cut off at one hop, gives about 0.26 s. Adding instead a discharge barrier of 0.10 eV at the copper gives 15 s, at 6.6 flips per second. Of these three effects the discharge barrier shifts the minimum most, and the fast limit is still 15 times the minimum time.

For a normal spread of 0.05 eV in the hop barriers, 200 random films were computed at the ordered chain's best flip rate. The median time was 3.5 times that of the ordered chain, and the 90th percentile 14 times; between sets of 200 films these figures vary from about 2.8 to 3.9 and from about 9 to 19. Each film escaped faster at this rate than at very slow or very fast flips. A spread of 0.10 eV, possible in an amorphous oxide, raises the median factor from 3.5 to roughly 60 (40 to 90 between sets of 200 films). These spreads act on the hop barriers only; the same spreads in the site energies give larger median factors, about 6 and several hundred. With voltages and material parameters held fixed, heating to 358 K moves the continuum minimum to 0.014 s at about 1200 flips per second. The absolute time is thus a rough model result, while the minimum survives each of these changes taken singly. With a barrier spread of 0.10 eV it can be shallow: in about one film in a hundred it lies less than a factor 2 below the nearer limit.
